**Zero-cell averaging and model subtraction for a monolayer's screened interaction**

The program computes the on-site repulsion U of a Gaussian charge of width sigma in a dielectric slab, whose dielectric function begins as 1 + r0 q + b q² at small wavevector q. It compares three treatments of the divergent q = 0 term on an N×N hexagonal grid of spacing h: omission, averaging over the zero cell, and subtraction of the linear-screening model on the whole grid. It asserts that the slab formula agrees with a numerical solution of the matching conditions, that the cell formula agrees with Cartesian quadrature, and that the sector sum agrees with an explicit sum over Brillouin-zone points and reciprocal vectors. For a weakly polarizable slab it also asserts the derived error laws: order h for omission and for cell averaging, with different coefficients, and order h³ for subtraction. In the main example r0 is 41.8 Å and U is 1.5855 eV. At N = 12 the three errors are −0.615, −0.051 and −0.007 eV. The output also shows that an oxide substrate or free carriers strongly reduce the zero-cell contribution, so the suspended, undoped formula does not carry over to those cases.

## Verification by program

```python
"""
Result under test: for a monolayer with W(q) = 2 pi e^2 / (q eps(q)) and
eps = 1 + r0 q + b q^2 + ..., averaging W over the zero-wavevector grid cell
removes most of the k-grid error of naive sampling, but an O(h) part remains;
subtracting the linear-screening model on the whole grid leaves O(h^3).
Symbols: a lattice constant, N grid divisions, h grid spacing, d slab thickness,
eps_s slab dielectric constant, r0 screening length, sigma charge width,
s_model width of the Gaussian cut-off in the subtracted model.
Lengths are in angstrom, wavevectors in 1/angstrom, energies in eV.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, dblquad

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # e^2 in eV angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
a, d, eps_s, sigma, s_model = 3.2, 6.0, 14.0, 1.0, 1.5
Q_MAX = 7.0                                     # exp(-49) is negligible
UNIT_AREA = np.sqrt(3) / 2                      # hexagonal cell, unit spacing


def spacing(N):
    return 4 * np.pi / (np.sqrt(3) * a * N)


def eps_slab(q, es=eps_s, thick=d, outer=1.0):
    return es * np.tanh(q * thick / 2 + np.arctanh(outer / es))


def eps_matched(q, es, thick, outer):
    """Solve the matching conditions for a sheet charge in the mid-plane."""
    down, up = np.exp(-q * thick / 2), np.exp(q * thick / 2)
    matrix = np.array([[1, -1, 0], [down, up, -1],
                       [-es * down, es * up, outer]], dtype=float)
    rhs = np.array([2 * np.pi / (es * q), 0, 0])
    inside_decay, inside_grow, _ = np.linalg.solve(matrix, rhs)
    return 2 * np.pi / (q * (inside_decay + inside_grow))


def expansion(es, thick):
    return thick * (es - 1 / es) / 2, -thick**2 / 4 * (1 - 1 / es**2)


def line_integral(f):
    return quad(f, 0, Q_MAX, epsabs=1e-13, epsrel=1e-13, limit=300)[0]


def zero_cell(h, r0):
    """Hexagonal-cell integral of the linear-screening interaction, eV."""
    f = lambda phi: np.log(1 + r0 * h / (2 * np.cos(phi)))
    return COULOMB * 12 * quad(f, 0, np.pi / 6, epsabs=1e-13)[0] / (2 * np.pi * r0)


def cell_cartesian(h, eps):
    """The same cell integral for any eps(q), by Cartesian quadrature, eV."""
    def f(y, x):
        q = np.hypot(x, y)
        return 1 / (q * eps(q))
    part = dblquad(f, 0, h / 2, 0, lambda x: x / np.sqrt(3),
                   epsabs=1e-11, epsrel=1e-10)[0]
    return COULOMB * 12 * part / (2 * np.pi)


def punctured_sums(N, es, thick):
    """Grid sums without q = 0: slab interaction, and linear model, in eV."""
    h = spacing(N)
    r0, _ = expansion(es, thick)
    m = int(np.ceil(Q_MAX / h)) + 1
    i = np.arange(1, m + 1, dtype=float)[:, None]
    j = np.arange(0, m + 1, dtype=float)[None, :]
    q = h * np.sqrt(i * i + i * j + j * j)      # one sixth of the lattice
    weight = 6 * COULOMB * UNIT_AREA * h**2 / (2 * np.pi)
    slab = np.sum(np.exp(-(sigma * q)**2) / (q * eps_slab(q, es, thick)))
    model = np.sum(np.exp(-(s_model * q)**2) / (q * (1 + r0 * q)))
    return weight * slab, weight * model


def grid_errors(N, es=eps_s, thick=d):
    """Errors of naive, cell-averaged and model-subtracted sampling, eV."""
    r0, _ = expansion(es, thick)
    exact = COULOMB * line_integral(
        lambda q: np.exp(-(sigma * q)**2) / eps_slab(q, es, thick))
    model_exact = COULOMB * line_integral(
        lambda q: np.exp(-(s_model * q)**2) / (1 + r0 * q))
    slab, model = punctured_sums(N, es, thick)
    naive = slab - exact
    return naive, naive + zero_cell(spacing(N), r0), naive + model_exact - model


def lattice_zeta(s):
    """Continued sum of |n|^-s over nonzero hexagonal lattice points."""
    t = mp.mpf(s) / 2
    third = mp.mpf(1) / 3
    dirichlet = mp.power(3, -t) * (mp.zeta(t, third) - mp.zeta(t, 2 * third))
    return float(mp.re(6 * mp.zeta(t) * dirichlet))


# Slab dielectric function and its small-q expansion.
r0, b = expansion(eps_s, d)
for q in (0.01, 0.1, 0.7):
    for outer in (1.0, 3.9):
        assert abs(eps_matched(q, eps_s, d, outer)
                   / eps_slab(q, outer=outer) - 1) < 1e-10
q = 1e-4
quadratic = (eps_matched(q, eps_s, d, 1.0) - 1 - r0 * q) / q**2
assert abs(quadratic / b - 1) < 0.01            # cubic term is about 0.1 %

# Zero-cell formula against Cartesian quadrature.
h12 = spacing(12)
cell12 = zero_cell(h12, r0)
assert abs(cell_cartesian(h12, lambda q: 1 + r0 * q) / cell12 - 1) < 1e-7
disk_radius = h12 * np.sqrt(UNIT_AREA / np.pi)
disk12 = COULOMB * np.log(1 + r0 * disk_radius) / r0
assert abs(disk12 / cell12 - 1) < 0.02

# Sector sum against an explicit Brillouin-zone and reciprocal-vector sum.
direct = a * np.array([[1, 0], [0.5, np.sqrt(3) / 2]])
recip = 2 * np.pi * np.linalg.inv(direct).T
explicit = 0.0
for i in range(6):
    for j in range(6):
        for g1 in range(-5, 6):
            for g2 in range(-5, 6):
                if (i, j, g1, g2) != (0, 0, 0, 0):
                    q = np.linalg.norm((i / 6 + g1) * recip[0]
                                       + (j / 6 + g2) * recip[1])
                    explicit += np.exp(-(sigma * q)**2) / (q * eps_slab(q))
cell_area = abs(np.linalg.det(direct))
explicit *= 2 * np.pi * COULOMB / (36 * cell_area)
assert abs(explicit / punctured_sums(6, eps_s, d)[0] - 1) < 1e-10

# Asymptotic error coefficients on a weakly polarizable slab.
naive_coef = UNIT_AREA * lattice_zeta(1)
cell_coef = naive_coef + 3 * np.log(3)
cubic_coef = UNIT_AREA * lattice_zeta(-1)
weak_es, weak_d, weak_N = 1.5, 2.0, 96
weak_r0, weak_b = expansion(weak_es, weak_d)
hw = spacing(weak_N)
unit = COULOMB / (2 * np.pi)
weak = grid_errors(weak_N, weak_es, weak_d)
weak_naive = unit * (naive_coef * hw + weak_r0 * UNIT_AREA * hw**2)
weak_cell = unit * cell_coef * hw
weak_cubic = unit * (s_model**2 - sigma**2 - weak_b) * cubic_coef * hw**3
assert abs(weak[0] / weak_naive - 1) < 1e-3
assert abs(weak[1] / weak_cell - 1) < 3e-3
assert abs(weak[2] / weak_cubic - 1) < 0.02

# Convergence for the worked example.
grids = [6, 12, 24, 48, 96, 192, 384, 768]
errors = {N: grid_errors(N) for N in grids}
orders = {}
for N in grids:
    naive, cell, full = np.abs(errors[N])
    assert naive > 5 * cell
    if N >= 12:
        assert full < cell
    if N >= 96:
        assert full < cell / 5
    if 12 <= N < 768:
        measured = np.log2(naive / abs(errors[2 * N][0]))
        predicted = np.log2(zero_cell(spacing(N), r0)
                            / zero_cell(spacing(2 * N), r0))
        assert abs(measured - predicted) < 0.05
        orders[N] = (measured, predicted)
assert abs(errors[768][1] / (unit * cell_coef * spacing(768)) - 1) < 0.03
extrapolated = 2 * errors[24][0] - errors[12][0]
assert abs(extrapolated) > abs(errors[24][1])

# Effects outside the undoped, suspended linear model.
cell_slab = cell_cartesian(h12, eps_slab)
oxide = 3.9
cell_oxide = cell_cartesian(
    h12, lambda q: (eps_slab(q) + eps_slab(q, outer=oxide)) / 2)
density, temperature, mass, degeneracy = 1e16, 300.0, 0.5, 4
kT = const.k * temperature
dos = degeneracy * mass * const.m_e / (2 * np.pi * const.hbar**2)
compress = dos * (1 - np.exp(-density / (dos * kT)))
mu = kT * np.log(np.expm1(density / (dos * kT)))
carriers = lambda level: dos * kT * np.log1p(np.exp(level / kT))
step = 1e-4 * kT
slope = (carriers(mu + step) - carriers(mu - step)) / (2 * step)
assert abs(slope / compress - 1) < 1e-6
q_s = const.e**2 * compress / (2 * const.epsilon_0) * 1e-10
cell_doped = cell_cartesian(h12, lambda q: eps_slab(q) + q_s / q)

U = COULOMB * line_integral(lambda q: np.exp(-(sigma * q)**2) / eps_slab(q))
U_bare = COULOMB * line_integral(lambda q: np.exp(-(sigma * q)**2))

print(f"lattice constant a = {a:.1f} angstrom")
print(f"slab thickness d = {d:.1f} angstrom, eps_s = {eps_s:.1f}")
print(f"charge width sigma = {sigma:.1f}, model width s = {s_model:.1f} angstrom")
print(f"e^2 = {COULOMB:.4f} eV angstrom")
print(f"r0 = {r0:.3f} angstrom = {r0 / BOHR:.3f} bohr")
print(f"quadratic coefficient b = {b:.3f} angstrom^2")
print(f"bare U = {U_bare:.4f} eV")
print(f"screened U = {U:.4f} eV = {U / HARTREE:.5f} hartree")
print(f"lattice constants Z(1) = {lattice_zeta(1):.5f}, Z(-1) = {lattice_zeta(-1):.5f}")
print(f"O(h) coefficient, naive = {naive_coef:.5f}")
print(f"O(h) coefficient, cell average = {cell_coef:.5f}")
print(f"ratio of these coefficients = {naive_coef / cell_coef:.2f}")
print(f"N=12: h = {h12:.4f} 1/angstrom, r0 h = {r0 * h12:.3f}")
print(f"N=12: zero cell, hexagon = {cell12:.5f} eV = {cell12 / HARTREE:.6f} hartree")
print(f"N=12: zero cell, equal-area disk = {disk12:.5f} eV")
print("N, r0 h, then errors in eV: naive, cell average, model subtraction")
for N in grids:
    e = errors[N]
    print(f"{N:4d} {r0 * spacing(N):8.4f} {e[0]:10.5f} {e[1]:10.6f} {e[2]:12.8f}")
print("N to 2N: apparent naive order, order from zero-cell formula")
for N, (measured, predicted) in orders.items():
    print(f"{N:4d} {measured:7.3f} {predicted:7.3f}")
print(f"1/N extrapolation of naive N=12,24: error = {extrapolated:.4f} eV")
for k, name in enumerate(("naive", "cell average", "model subtraction")):
    first = next(N for N in grids if abs(errors[N][k]) < 0.05)
    print(f"first listed N with error below 0.05 eV, {name}: {first}")
for q0 in (0.001, 0.01):
    term = unit * UNIT_AREA * h12**2 / (q0 * eps_slab(q0))
    print(f"N=12: q=0 replaced by {q0:.3f} 1/angstrom: term = {term:.3f} eV")
print(f"N=12: zero cell with full slab eps(q) = {cell_slab:.5f} eV")
print(f"linear-expansion error of zero cell = {100 * (cell12 / cell_slab - 1):.2f} %")
print(f"N=12: zero cell on substrate, eps = {oxide:.1f}: {cell_oxide:.5f} eV")
print(f"carriers = {density * 1e-4:.1e} cm^-2, T = {temperature:.0f} K")
print(f"carrier mass = {mass:.1f} m_e, spin-valley degeneracy = {degeneracy}")
print(f"carrier screening wavevector q_s = {q_s:.4f} 1/angstrom")
print(f"N=12: zero cell with carriers = {cell_doped:.5f} eV")
print("no test failed")
```

Output:

```
lattice constant a = 3.2 angstrom
slab thickness d = 6.0 angstrom, eps_s = 14.0
charge width sigma = 1.0, model width s = 1.5 angstrom
e^2 = 14.3996 eV angstrom
r0 = 41.786 angstrom = 78.964 bohr
quadratic coefficient b = -8.954 angstrom^2
bare U = 12.7614 eV
screened U = 1.5855 eV = 0.05827 hartree
lattice constants Z(1) = -4.21342, Z(-1) = -0.20962
O(h) coefficient, naive = -3.64893
O(h) coefficient, cell average = -0.35309
ratio of these coefficients = 10.33
N=12: h = 0.1889 1/angstrom, r0 h = 7.895
N=12: zero cell, hexagon = 0.56402 eV = 0.020727 hartree
N=12: zero cell, equal-area disk = 0.56448 eV
N, r0 h, then errors in eV: naive, cell average, model subtraction
   6  15.7898   -0.83674  -0.069160  -0.02922376
  12   7.8949   -0.61467  -0.050655  -0.00702965
  24   3.9474   -0.42481  -0.038348  -0.00155269
  48   1.9737   -0.27150  -0.026692  -0.00029694
  96   0.9869   -0.16012  -0.016393  -0.00004770
 192   0.4934   -0.08836  -0.009050  -0.00000665
 384   0.2467   -0.04663  -0.004699  -0.00000086
 768   0.1234   -0.02398  -0.002378  -0.00000011
N to 2N: apparent naive order, order from zero-cell formula
  12   0.533   0.545
  24   0.646   0.659
  48   0.762   0.768
  96   0.858   0.858
 192   0.922   0.919
 384   0.959   0.957
1/N extrapolation of naive N=12,24: error = -0.2349 eV
first listed N with error below 0.05 eV, naive: 384
first listed N with error below 0.05 eV, cell average: 24
first listed N with error below 0.05 eV, model subtraction: 6
N=12: q=0 replaced by 0.001 1/angstrom: term = 68.009 eV
N=12: q=0 replaced by 0.010 1/angstrom: term = 5.001 eV
N=12: zero cell with full slab eps(q) = 0.56954 eV
linear-expansion error of zero cell = -0.97 %
N=12: zero cell on substrate, eps = 3.9: 0.35029 eV
carriers = 1.0e+12 cm^-2, T = 300 K
carrier mass = 0.5 m_e, spin-valley degeneracy = 4
carrier screening wavevector q_s = 0.3343 1/angstrom
N=12: zero cell with carriers = 0.12512 eV
no test failed
```
